# How a tilted susceptor offsets precursor depletion

**Result.** A suitable tilt makes the deposition flux uniform beyond an entry region, but the gas speed is not what raises the wall mass-transfer coefficient there. In the developed region

$$k=\frac{\lambda D}{h},\qquad \lambda\simeq2.43,$$

where $D$ is the precursor diffusivity, $h$ the local gap, and the value of $\lambda$ belongs to a parabolic velocity profile. The coefficient rises because diffusion has a shorter distance to cross. Acceleration has a different role: it limits the fraction of precursor lost per unit length. With volume flow $Q$ per unit width, the two effects balance at the slope

$$s_*=-\frac{dh}{dx}=\frac{\lambda D}{Q}.$$

## 1. The model and the flow

Let $x$ run downstream and $y$ upward from the susceptor, and set $\eta=y/h(x)$. The upper wall is inert. The precursor is dilute, $D$ and the kinematic viscosity $\nu$ are constant, and the flow is steady, laminar and planar. Buoyancy, thermal diffusion, gas-phase reactions and side-wall drag are left out. A strongly heated gas would need variable properties, so the numbers below belong to this constant-property model. Buoyancy also sets a limit. If the thermal diffusivity equals $\nu$, a hot susceptor under a cold wall passes the usual threshold for convection rolls in the 20 mm inlet gap of Section 8 once the temperature difference exceeds about 22% of the mean absolute temperature. The example does not describe a reactor beyond that limit.

First take a slender channel with a parabolic velocity profile and no diffusion along $x$. Section 7 examines these simplifications. The stream function is

$$\psi=Q(3\eta^2-2\eta^3),\qquad f(\eta)=\frac1Q\frac{d\psi}{d\eta}=6\eta(1-\eta),\qquad \int_0^1 f\,d\eta=1.$$

Since $\partial\eta/\partial y=1/h$ and $\partial\eta/\partial x=-\eta h'/h$, the velocities are

$$u=\frac{\partial\psi}{\partial y}=\frac{Qf}{h},\qquad v=-\frac{\partial\psi}{\partial x}=\frac{Qf\eta h'}{h}.$$

The change of $\eta$ along the flow is therefore

$$u\frac{\partial\eta}{\partial x}+v\frac{\partial\eta}{\partial y}
=-\frac{Qf\eta h'}{h^2}+\frac{Qf\eta h'}{h^2}=0.$$

Streamlines keep their $\eta$, so convection reduces to $u\,\partial c/\partial x$ at fixed $\eta$. Diffusion across the gap is $(D/h^2)\,\partial^2c/\partial\eta^2$. Equating them and multiplying by $h^2/D$ gives

$$\frac{Qh}{D}f\frac{\partial c}{\partial x}=\frac{\partial^2c}{\partial\eta^2},
\qquad\text{or}\qquad
f\frac{\partial c}{\partial\zeta}=\frac{\partial^2c}{\partial\eta^2},\quad d\zeta=\frac{D\,dx}{Qh}. \tag{1}$$

The tilted channel has become a flat one with a stretched axial coordinate.

## 2. What sets the wall coefficient

Suppose the surface reaction is fast, so $c=0$ at $\eta=0$, while $\partial c/\partial\eta=0$ at the inert wall. Separated solutions $g_n(\eta)e^{-\lambda_n\zeta}$ obey

$$g_n''=-\lambda_nfg_n,\qquad g_n(0)=0,\quad g_n'(1)=0.$$

Multiplying by $g_n$ and integrating by parts gives $\lambda_n\int fg_n^2d\eta=\int(g_n')^2d\eta$, so every $\lambda_n$ is positive. Different modes are orthogonal with weight $f$, because the boundary terms vanish when two mode equations are cross-multiplied and subtracted. Normalize them by $\int fg_n^2d\eta=1$ and define $b_n=\int fg_nd\eta$. A uniform inlet concentration $c_0$ then gives

$$c=c_0\sum_n b_ng_n(\eta)e^{-\lambda_n\zeta}.$$

Integrating the mode equation across the gap gives $g_n'(0)=\lambda_nb_n$. The flux $J$ towards the susceptor and the flow-weighted bulk concentration $c_b=\int fc\,d\eta$ are thus

$$J=\frac{Dc_0}{h}G,\quad G=\sum_n\lambda_nb_n^2e^{-\lambda_n\zeta},
\qquad c_b=c_0B,\quad B=\sum_nb_n^2e^{-\lambda_n\zeta}. \tag{2}$$

With $k=J/c_b$,

$$k=\frac Dh S(\zeta),\qquad S=\frac GB. \tag{3}$$

$S$ is the average of $\lambda_n$ with positive weights $b_n^2e^{-\lambda_n\zeta}$. Write this average as $\langle\lambda\rangle$. Since $B'=-G$ and $G'/B=-\langle\lambda^2\rangle$,

$$\frac{dS}{d\zeta}=\frac{G'}B-\frac{GB'}{B^2}
=-\langle\lambda^2\rangle+\langle\lambda\rangle^2\le0.$$

So $S$ falls downstream towards $\lambda_1\equiv\lambda$. For a uniform inlet and a fast reaction, a downstream rise of $k$ can come only from the factor $1/h$.

## 3. Where speed does enter $k$

Near the leading edge the depleted layer is thin, and $f\simeq6\eta$ inside it. Try $c=c_0H(\xi)$ with $\xi=\eta/\delta(\zeta)$ and $\delta\propto\zeta^{1/3}$. Then $\delta'/\delta=1/(3\zeta)$, and equation (1) becomes

$$6\eta\left(-\frac{\xi H'}{3\zeta}\right)=\frac{H''}{\delta^2}
\quad\Longrightarrow\quad H''=-\frac{2\delta^3}{\zeta}\xi^2H'.$$

Choosing $\delta^3=3\zeta/2$ gives $H''=-3\xi^2H'$, hence $H'=Ce^{-\xi^3}$. The condition $H(\infty)=1$ fixes $C=1/\Gamma(4/3)$, because $\int_0^\infty e^{-\xi^3}d\xi=\Gamma(4/3)$. The wall gradient is $C/\delta$:

$$G\simeq\frac1{\Gamma(4/3)}\left(\frac2{3\zeta}\right)^{1/3}.$$

Here $c_b\simeq c_0$. In a flat channel $\zeta=Dx/(Qh)$, so $k\propto Q^{1/3}$ at fixed $x$ and $h$. Faster gas has had less time to build a thick depleted layer. This raises $k$ relative to slower gas at the same place, but by Section 2 it does not make $k$ rise along a channel of fixed gap.

Doubling the flow at fixed gap tests the distinction. In the numerical example below, $k$ increases by a factor of 1.256 at 2 mm, near $2^{1/3}\simeq1.260$. At 1000 mm the factor is 1.000. The first comparison concerns the model without axial diffusion: at 2 mm the layer thickness $h\delta$ is about 3 mm, more than the distance from the edge, so the neglect of axial diffusion is not justified by scale there.

## 4. The balance that fixes the tilt

Once the first mode dominates, $k=\lambda D/h$. Per unit width, the precursor lost by the gas equals the precursor deposited:

$$Q\frac{dc_b}{dx}=-J=-kc_b.$$

Taking the logarithmic derivative of $J=kc_b$ gives

$$\frac{d\ln J}{dx}=\frac{d\ln k}{dx}+\frac{d\ln c_b}{dx}
=-\frac{h'}h-\frac{\lambda D}{Qh}. \tag{4}$$

The first term is the gain from a thinner gap and the second is depletion. Both carry $1/h$, so they cancel along the whole developed region for the constant slope $-h'=\lambda D/Q=s_*$.

For another constant slope $s$, use $dx=-dh/s$:

$$\frac{d\ln J}{dh}=-\frac{s-s_*}{sh}=\frac{s_*/s-1}{h}
\quad\Longrightarrow\quad
\frac{J}{J_0}=\left(\frac h{h_0}\right)^{s_*/s-1},$$

where the subscript 0 denotes the start of the developed region. Too small a slope leaves a falling flux; too large a slope makes it rise. Changing $Q$ on a fixed susceptor also spoils the balance, since $s_*$ changes.

In the entry region equation (2) gives the uniformity condition $-h'=(D/Q)(-G'/G)$. There $G\propto\zeta^{-1/3}$, so the required slope is $D/(3Q\zeta)$, which grows without limit towards the leading edge. One straight tilt cannot make that region uniform.

## 5. Gap and acceleration taken separately

A tilt changes gap and speed together. To separate them, let side walls change the channel width to $w(x)$, measured relative to the inlet width, and assume that the gas spreads evenly over that width. This is a thought experiment: in a channel 100 mm wide at the inlet, the widening cases below would need side walls angled by more than 40° near their ends, which a real flow need not follow. The mean speed is $U=Q/(wh)$. Deposition over a length $dx$ now has area proportional to $w\,dx$, so the loss term in (4) gains a factor $w$:

$$\frac{d\ln J}{dx}=-\frac{h'}h-\frac{\lambda Dw}{Qh}
=-\frac{h'}h-\frac{\lambda D}{Uh^2}. \tag{5}$$

The gain contains no speed. The loss is smaller when the gas is faster. To compare cases, start from a developed inlet profile and let $t=s_*x/h_0$.

**Neither effect.** With fixed gap and width, $d\ln J/dt=-1$, so $J/J_0=e^{-t}$.

**Acceleration only.** Keep $h=h_0$ and let the sides converge as $w=1-t$. The speed then follows that of the tilted channel, and

$$\frac{d\ln J}{dt}=-(1-t),\qquad \frac J{J_0}=e^{-t+t^2/2}.$$

The flux falls more slowly than in the flat channel, but it still falls. The coefficient $k$ does not change.

**Narrowing only.** Keep the straight tilt, $h=h_0(1-t)$, but widen the sides as $w=1/(1-t)$ to hold the speed fixed. Then

$$\frac{d\ln J}{dt}=\frac1{1-t}-\frac1{(1-t)^2},\qquad
\frac J{J_0}=\frac1{1-t}\exp\left(1-\frac1{1-t}\right).$$

Here $k$ rises as $1/h$, yet the loss grows as $1/h^2$. Gain and loss are equal at the inlet, and the loss is the larger everywhere downstream, so the flux falls throughout.

Direct balances over individual streamtubes gave these ratios $J/J_0$:

| Case | 120 mm | 200 mm |
|---|---:|---:|
| Flat | 0.694 | 0.545 |
| Acceleration only | 0.742 | 0.655 |
| Narrowing only | 0.887 | 0.542 |
| Both: tilt | 1.000 | 1.000 |

No fixed ranking of the two contributions follows from this. Narrowing alone retains more flux at 120 mm; acceleration alone retains more at 200 mm. The coefficients are unambiguous: at 200 mm, $k$ has risen by a factor of 2.55 with narrowing only and by 1.00 with acceleration only.

The logarithmic budget at 200 mm shows how they combine. The thinner gap contributes a gain $\ln2.548=0.94$. At constant speed the loss would be $2.548-1=1.55$. Acceleration cuts that loss to 0.94, and the balance closes.

Narrowing can offset depletion without acceleration if the susceptor is curved. Setting (5) to zero at constant $U=Q/h_0$ gives $-hh'=s_*h_0$, hence

$$h^2=h_0^2-2s_*h_0x.$$

In the example this gap is 10.4 mm at 120 mm, and the computed flux ratio is 1.000. In this idealized model acceleration is therefore not necessary for compensation, but it is what allows a *straight* tilt to provide it exactly at every point.

## 6. Finite surface reaction rate

The same slope works when the wall concentration $c_w$ is not zero. Let $g$ be the first mode of Section 2 and $b=\int fg\,d\eta$. Try

$$c=c_w+Ahg(\eta),\qquad h'=-s,$$

with constant $c_w$ and $A$. The left side of (1), in its $x$ form, is $-(Qs/D)fAhg$. The right side is $Ahg''=-\lambda fAhg$. They agree when $s=\lambda D/Q=s_*$. The flux is

$$J=\frac Dh\,Ahg'(0)=DA\lambda b,$$

which is constant. A constant flux and a constant wall concentration are compatible with any surface law $J=R(c_w)$ at uniform surface temperature. Averaging the profile with weight $f$ gives

$$c_b-c_w=Ahb=\frac{Jh}{\lambda D}.$$

This shows the mechanism directly. As precursor is consumed, $c_b$ falls, but the concentration difference needed to drive the same flux across a thinner gap falls equally fast. In this uniform-flux solution the transport coefficient, now defined with the wall concentration subtracted, is $J/(c_b-c_w)=\lambda D/h$.

For a first-order rate $J=k_sc_w$ with $k_s=5$ mm/s and a uniform inlet, the flux changes between 150 and 200 mm by $-4.9\%$ on the flat susceptor and $-0.35\%$ on the tilted one. For a slower reaction there is less to correct: the fractional bulk loss per length is $k_sc_w/(Qc_b)$, which is at most $k_s/Q$ when $c_w\le c_b$.

## 7. Inertia and axial diffusion

The design slope makes the inertia parameter $Qs_*/\nu=\lambda D/\nu$. For $D=\nu$ this is 2.43, which is not small, so the parabolic profile needs checking. Consider fully established radial flow in a wedge of angle $\alpha$, with $r$ measured from its tip, $\theta=\alpha\eta$, and $u_r=F(\theta)/r$. The momentum equations, with pressure $p$ and density $\rho$, are

$$-\frac{F^2}{r^3}=-\frac1\rho\frac{\partial p}{\partial r}+\frac{\nu F''}{r^3},\qquad
0=-\frac1{\rho r}\frac{\partial p}{\partial\theta}+\frac{2\nu F'}{r^3}.$$

The second gives $p/\rho=2\nu F/r^2+P(r)$. Inserting this in the first yields

$$\nu F''+4\nu F+F^2=r^3P'(r).$$

The left side depends on $\theta$ and the right on $r$, so both are constant. Inward flow has $F=-Qf/\alpha$, where $f$ is now the wedge profile. Multiplication by $-\alpha^3/(Q\nu)$, with derivatives taken in $\eta$, gives

$$f''+4\alpha^2f-\frac{Q\alpha}{\nu}f^2=\text{constant}.$$

Now put $c=c_w+rg(\theta)$ into the transport equation with diffusion in both directions:

$$-\frac{Qfg}{\alpha r}=\frac Dr\left(g+\frac{d^2g}{d\theta^2}\right)
\quad\Longrightarrow\quad
g''+\alpha^2g=-\frac{Q\alpha}{D}fg,$$

where the last primes are derivatives in $\eta$. The wall flux $(D/r)\,\partial c/\partial\theta=D\,dg/d\theta$ is independent of $r$. Uniform flux thus survives inertia and axial diffusion; only the angle can shift. Its computed value is 3.480°, against 3.477° from the simple slope, a relative change of 0.09%. Most of this is geometry: the wedge condition fixes the arc angle $\alpha$, whereas the simple angle is $\arctan s_*$, which is smaller than $s_*$ by $s_*^2/3\simeq0.12\%$. The eigenvalue $Q\alpha/D=2.4295$ is only 0.035% below $\lambda$, because inertia raises it by about 0.11% and the $\alpha^2$ terms lower it by about 0.15%.

Flattening the velocity profile symmetrically has little effect on $\lambda$. For plug flow, $f=1$, the slender problem has $g=\sin(\pi\eta/2)$ and $\lambda=\pi^2/4\simeq2.47$, just 1.5% above the parabolic value. A skewed profile matters much more. With the fastest gas at the susceptor, $f=2(1-\eta)$, the same eigenvalue problem gives $\lambda\simeq3.92$; with the fastest gas at the upper wall, $f=2\eta$, it gives $1.74$. These linear profiles, with slip at one wall, are only illustrations, but they show that a reactor whose heating skews the flow needs its own $\lambda$ and its own tilt. The wedge solution does not describe the transition from a parallel inlet or the concentration entry region.

## 8. A worked channel

Take round model parameters: $h_0=20$ mm, inlet mean speed 0.2 m/s, $D=\nu=10^{-4}$ m²/s, $c_0=0.01$ mol/m³ and a susceptor 200 mm long. Then

$$Q=0.2\times0.020=4.0\times10^{-3}\ \text{m}^2/\text{s},\qquad
s_*=\frac{2.430\times10^{-4}}{4.0\times10^{-3}}=0.0608.$$

This is an angle of about 3.5°. The gap falls to $20-0.06076\times200=7.85$ mm at the end, and the mean speed rises to 0.51 m/s.

For a uniform inlet and fast reaction, with $J$ in µmol m⁻² s⁻¹ and $k$ in mm/s:

| $x$ (mm) | $J$, flat | $J$, tilted | $k$, tilted |
|---:|---:|---:|---:|
| 10 | 200 | 205 | 22.2 |
| 50 | 111 | 127 | 16.4 |
| 100 | 84.1 | 111.9 | 17.9 |
| 150 | 69.9 | 109.2 | 22.4 |
| 200 | 59.5 | 108.9 | 31.0 |

The first row is the least reliable physically, because axial diffusion is neglected and the depleted layer is about half as thick as its distance from the edge. In the flat channel, with an inert floor upstream, axial diffusion lowers the flux by about 1% at 10 mm and by less than 0.5% in the other rows. The tilted coefficient first falls, as the entry factor $S$ drops, and then rises as $1/h$ takes over. At the outlet $\lambda D/h=2.430\times10^{-4}/0.00785=0.0310$ m/s, or 31.0 mm/s, as in the table.

The entry excess decays relative to the first mode as $e^{-(\lambda_2-\lambda_1)\zeta}$, with $\lambda_2=23.6$. For the tilt, $\zeta=\lambda^{-1}\ln(h_0/h)$. At 150 mm this is $0.608/2.43=0.25$, so the factor is about $e^{-5.3}\simeq0.005$. Accordingly, from 150 to 200 mm the flux changes by $-0.3\%$ with the tilt and by $-14.9\%$ without it. At 100 mm the tilted flux is still 2.8% above its outlet value, so the entry region takes up about half of this susceptor.

The tilt does not create precursor. It consumes about 65% of the supply, against 51% on the flat susceptor. With a fast reaction and developed profile, $c_b=Jh/(\lambda D)$, so the bulk concentration and the gap head towards zero together. The straight wedge would close at $h_0/s_*=329$ mm, which sets a finite limit to the length over which this compensation can continue. The full numerical output follows.

## Computed results

```
Inlet gap: 20.0 mm; length: 200 mm
Inlet mean speed: 0.200 m/s
D: 1.00e-04 m^2/s; kinematic viscosity: 1.00e-04 m^2/s
Q per width: 4.000e-03 m^2/s; inlet conc.: 0.010 mol/m^3
Inlet Peclet number Q/D: 40.0 (dimensionless)
First two eigenvalues: 2.43037, 23.591 (dimensionless)
Design slope: 0.06076 (dimensionless)
Design angle: 3.477 degrees
Distance to wedge closure: 329.2 mm
Uniform inlet, fast surface reaction:
x/mm, tilted gap/mm, tilted speed/(m/s)
10, 19.392, 0.2063
50, 16.962, 0.2358
100, 13.924, 0.2873
150, 10.886, 0.3674
200, 7.848, 0.5097
x/mm, flux flat and tilted/(umol m^-2 s^-1), k flat and tilted/(mm/s)
10, 199.65, 204.79, 21.615, 22.189
50, 110.82, 126.66, 14.144, 16.407
100, 84.09, 111.90, 12.661, 17.895
150, 69.86, 109.21, 12.288, 22.392
200, 59.48, 108.89, 12.188, 30.973
Flux change 150 to 200 mm, flat: -14.87 %
Flux change 150 to 200 mm, tilted: -0.29 %
Precursor consumed, flat: 51.2 %
Precursor consumed, tilted: 64.8 %
k ratio on doubling flow, x = 2 mm: 1.2557
k ratio on doubling flow, x = 1000 mm: 1.0000
Developed inlet: flux/inlet flux at 120 and 200 mm (dimensionless)
flat: 0.6945, 0.5447
tilt: 1.0001, 1.0003
speed only: 0.7422, 0.6551
gap only: 0.8868, 0.5425
k/inlet k at 200 mm, speed only: 1.0000 (dimensionless)
k/inlet k at 200 mm, gap only: 2.5484 (dimensionless)
Curved gap at constant speed, 120 mm: 10.409 mm
Its flux/inlet flux: 1.0002 (dimensionless)
Flux ratio at 120 mm, 0.5 x design slope: 0.8178
Flux ratio at 120 mm, 1.5 x design slope: 1.3020
Finite surface rate: 5.00 mm/s
Finite-rate flux change 150-200 mm, flat: -4.93 %
Finite-rate flux change 150-200 mm, tilted: -0.35 %
Wedge inertia parameter: 2.430 (dimensionless)
Exact-wedge eigenvalue: 2.42953 (dimensionless)
Exact-wedge angle: 3.480 degrees
Exact-wedge angle correction: 0.09 %
```
